# Current jetting and negative longitudinal magnetoresistance with point contacts

## The argument under comment

The argument runs as follows. A high-mobility crystal carries a current parallel to the magnetic field $B$. The current enters and leaves through small contacts at the centres of the end faces, and the voltage is read between two probes on the side. The measured resistance falls as $B$ grows. In the simplest model of a metal, one isotropic band with a single relaxation time, there is no longitudinal magnetoresistance. The authors therefore conclude that the conductivity along the field has risen, and they attribute the rise to the chiral anomaly.

The step from a falling resistance to a rising conductivity needs a premise that is not stated. A voltage $V$ between probes a distance $s$ apart gives the conductivity through $V/I=s/(\text{area}\times\sigma_\parallel)$ when the current density is uniform between the probes, but in general not otherwise. Does a point-fed current stay uniform when $B$ changes? I answer this for a sample that has no anomaly at all.

## A metal without intrinsic magnetoresistance

Take one band of carriers with charge $q>0$, density $n$, mobility $\mu$ and a single relaxation time. Transport is local, so the mean free path is short compared with the sample and the contacts, and Landau quantization is ignored. In the steady state the drift velocity obeys $\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B)$. Multiplying by $nq$, with $\sigma_0=nq\mu$, gives $\mathbf J=\sigma_0\mathbf E+\mu\,\mathbf J\times\mathbf B$. For $\mathbf B$ along $z$ and $u=\mu B$,

$$J_x=\sigma_0E_x+uJ_y,\qquad J_y=\sigma_0E_y-uJ_x,\qquad J_z=\sigma_0E_z .$$

Inserting the second equation into the first, and the first into the second, gives

$$J_x=\sigma_\perp E_x+\sigma_HE_y,\qquad J_y=\sigma_\perp E_y-\sigma_HE_x,$$

$$\sigma_\perp=\frac{\sigma_0}{1+u^2},\qquad \sigma_H=u\,\sigma_\perp,\qquad \sigma_\parallel=\sigma_0 .$$

Negative carriers reverse the sign of $u$, which will not matter below. Read backwards, the first equations say $E_x=(J_x-uJ_y)/\sigma_0$ and $E_z=J_z/\sigma_0$. The diagonal resistivities are all $1/\sigma_0$ at every field. What does change is the anisotropy of the conductivity,

$$A=\sigma_\parallel/\sigma_\perp=1+u^2 .$$

## The potential in a cylinder

Let the sample be a cylinder of radius $a$ and length $L$ with its axis along $\mathbf B$. The current $I$ flows towards $+z$. It enters and leaves with uniform density through discs of radius $b<a$ centred on the end faces. The probes draw no current and sit on the rim, $r=a$, at $z=\pm s/2$ with $s<L$.

With $\mathbf E=-\nabla\phi$, the Hall terms contribute $-\sigma_H\partial_x\partial_y\phi+\sigma_H\partial_y\partial_x\phi=0$ to $\nabla\cdot\mathbf J$. Charge conservation therefore reads

$$\nabla_\perp^2\phi+A\,\partial_z^2\phi=0 .$$

On the side wall the radial current $J_r=\sigma_\perp E_r+\sigma_HE_\theta$ must vanish. An axially symmetric potential has $E_\theta=0$, so the condition becomes $\partial_r\phi=0$. The Hall effect then shows up as a current around the axis, $J_\theta=-\sigma_HE_r=-uJ_r$, which meets no wall. This solution is unique up to a constant. The difference $\chi$ of two solutions carries no current through the surface, so $\int(\sigma_\perp|\nabla_\perp\chi|^2+\sigma_\parallel(\partial_z\chi)^2)\,dV=0$, the antisymmetric Hall part having dropped out of the quadratic form.

Since $J_0'=-J_1$, the radial functions that satisfy the wall condition are a constant and $J_0(j_nr/a)$, where $j_n$ are the positive zeros of $J_1$. The current density on both end faces is $I/(\pi b^2)$ for $r<b$ and zero outside. I expand it as

$$J_{\rm in}(r)=\frac{I}{\pi a^2}\Big[1+\sum_n g_nJ_0(j_nr/a)\Big].$$

The coefficients follow from two integrals, $\int_0^aJ_0(j_nr/a)^2\,r\,dr=\tfrac12a^2J_0(j_n)^2$ and $\int_0^bJ_0(j_nr/a)\,r\,dr=(ab/j_n)J_1(j_nb/a)$:

$$g_n=\frac{\pi a^2}{I}\cdot\frac{I}{\pi b^2}\cdot\frac{ab}{j_n}J_1\!\Big(\frac{j_nb}{a}\Big)\cdot\frac{2}{a^2J_0(j_n)^2}
=\frac{2J_1(j_nb/a)}{(j_nb/a)\,J_0(j_n)^2}.$$

Because the coefficients of the equation are constant, $J_z=-\sigma_\parallel\partial_z\phi$ obeys the same equation as $\phi$. A product $J_0(j_nr/a)Z(z)$ requires $AZ''=(j_n/a)^2Z$. The end values are equal, so $Z$ is even:

$$J_z=\frac{I}{\pi a^2}\Big[1+\sum_ng_nJ_0\!\Big(\frac{j_nr}{a}\Big)\frac{\cosh\kappa_nz}{\cosh(\kappa_nL/2)}\Big],\qquad \kappa_n=\frac{j_n}{a\sqrt A}.$$

The voltage drop at radius $r$ is $V(r)=\sigma_\parallel^{-1}\int_{-s/2}^{s/2}J_z\,dz$. Hence

$$V(r)=\frac{Is}{\pi a^2\sigma_\parallel}F(r),\qquad
F(r)=1+\sum_ng_nJ_0\!\Big(\frac{j_nr}{a}\Big)\frac{2\sinh(\kappa_ns/2)}{\kappa_ns\cosh(\kappa_nL/2)} .$$

The factor $F$ is what the argument under comment sets equal to one. The lengths $1/\kappa_n$, over which the current spreads into the cross-section, grow as $\sqrt A$. At high field the current has not spread by the time it passes the probes. This is current jetting.

## The sign of the effect

The terms of the series have both signs, so its trend needs a proof. First I write the $z$ factor as an average of decaying exponentials. Let $S(z,t)$ obey $\partial_tS=\partial_z^2S$ with $S=1$ at $t=0$ and $S=0$ at $z=\pm L/2$. By the maximum principle $S\le1$, so $S(z,\tau)\le S(z,0)$ for any delay $\tau>0$. Both $S(z,t+\tau)$ and $S(z,t)$ solve the same equation with the same end values, so this order persists and $S$ never increases in time. Hence $p=-\partial_tS\ge0$, and $\int_0^\infty p\,dt=1$ between the ends because $S$ falls from one to zero. Define

$$f(z)=\int_0^\infty p\,e^{-\kappa^2t}dt=1-\kappa^2h(z),\qquad h=\int_0^\infty S\,e^{-\kappa^2t}dt ,$$

where the second form comes from integration by parts. Then $h''=\int_0^\infty\partial_tS\,e^{-\kappa^2t}dt=-f$, so $f''=-\kappa^2h''=\kappa^2f$. With $f=1$ at both ends, $f=\cosh\kappa z/\cosh(\kappa L/2)$.

Since $\kappa_n^2t=(j_n/a)^2\,t/A$, the current density becomes

$$J_z(r,z)=\frac{I}{\pi a^2}\int_0^\infty p(z,t)\,U(r,t/A)\,dt,$$

$$U(r,t)=1+\sum_ng_nJ_0(j_nr/a)\,e^{-j_n^2t/a^2}.$$

Here $U$ is a radial heat flow, $\partial_tU=\nabla_\perp^2U$, with an insulated wall and the disc profile as its initial state. Write its slope as $\partial_rU=rw$. Differentiating the heat equation gives $\partial_tw=\partial_r^2w+(3/r)\partial_rw$, which is radial heat flow in four dimensions. Initially $w$ is zero except at the edge of the disc, where it is negative, and $w=0$ at the wall. The maximum principle then gives $w<0$ inside for all $t>0$.

- On the axis, $\partial_tU=2w<0$.
- At the wall, $w$ rises to zero from below, so $\partial_tU=\partial_r(rw)=a\,\partial_rw>0$. The strict sign is the boundary form of the maximum principle.

A larger $B$ means a larger $A$ and an earlier heat-flow time $t/A$. The rim current density therefore falls and the axis current density rises, at every $z$ between the end faces. For every $b<a$ and $s<L$ in this model, the rim resistance decreases with $|B|$ and the drop along the axis increases. The rim resistance stays positive because $U>0$ for $t>0$.

As $A\to\infty$, $U$ returns to the disc profile, so $F(a)\to0$ and $F(0)\to(a/b)^2$. In that limit the current runs in a straight column between the contacts, and the rim probes sit beside it in material that carries almost none.

## Crossover and high field

When both hyperbolic arguments are large, the first term of $F-1$ carries the factor $e^{-\kappa_1(L-s)/2}$. The magnitude of the exponent is the distance from a probe to the nearer end face, measured in spreading lengths. It equals one at

$$\sqrt{A_*}=\frac{j_1(L-s)}{2a},$$

which serves as a reference point for the current at the probes. Since $A\ge1$, it is reached at some field only if $L-s\ge2a/j_1$. It is not a threshold for the voltage, which averages over the whole path between them. The value of $F(a)$ there depends on $s/L$ and $b/a$, and it can still be close to one when the probes are near the end faces.

At high field many terms of the Bessel series matter, and an expansion along $z$ converges faster. Let $q_m=(2m+1)\pi/L$ with $m=0,1,\dots$, so that $\cos q_mz$ vanishes at the ends, and let $c_m(r)=(2/L)\int J_z\cos(q_mz)\,dz$ over the full length. Two integrations by parts give

$$\int\partial_z^2J_z\cos(q_mz)\,dz=2(-1)^mq_mJ_{\rm in}-q_m^2\int J_z\cos(q_mz)\,dz .$$

The equation for $J_z$ then becomes, with $p_m=q_m\sqrt A$,

$$\nabla_\perp^2c_m-p_m^2c_m=-\frac{4Aq_m(-1)^m}{L}J_{\rm in}(r).$$

Multiply by $r\,I_0(p_mr)$, where $I_0$ and $I_1$ are modified Bessel functions, and integrate from $0$ to $a$. Because $\nabla_\perp^2I_0(p_mr)=p_m^2I_0(p_mr)$ and $c_m'(a)=0$, the left side reduces to $-a\,p_mI_1(p_ma)\,c_m(a)$. On the right, $\int_0^bI_0(p_mr)\,r\,dr=(b/p_m)I_1(p_mb)$. With $p_m^2=Aq_m^2$,

$$c_m(a)=\frac{4(-1)^mI}{\pi Lab\,q_m}\,\frac{I_1(p_mb)}{I_1(p_ma)} .$$

Integrating $\sum_mc_m(a)\cos q_mz$ between the probes multiplies each term by $2\sin(q_ms/2)/q_m$. Dividing by $Is/(\pi a^2)$ gives

$$F(a)=\frac{8a}{Lsb}\sum_{m=0}^\infty(-1)^m\frac{\sin(q_ms/2)}{q_m^2}\,\frac{I_1(p_mb)}{I_1(p_ma)} .$$

For large $x$, $I_1(x)\approx e^x/\sqrt{2\pi x}$. Successive terms are then suppressed mainly by the factor $e^{-2p_0(a-b)}$, apart from algebraic factors, so the first term dominates once $p_0(a-b)\gg1$. If $p_0b\gg1$ as well, the rim resistance falls as $e^{-\pi(a-b)\sqrt A/L}$.

## Numbers for a model sample

Take $a=0.5$ mm, $b=0.05$ mm, $L=4$ mm, $s=2$ mm, $\sigma_0=10^6$ S/m and $\mu=1$ m²/(V s). These are round model parameters. Uniform current would give

$$R_0=\frac{s}{\pi a^2\sigma_0}=\frac{2\times10^{-3}}{\pi(0.5\times10^{-3})^2\,10^6}\ \Omega=2.546\ \text{m}\Omega .$$

Summing the Bessel series numerically over the first 4000 zeros gives

| $B$ (T) | $A$ | rim $F(a)$ | axis $F(0)$ |
|---|---|---|---|
| 0 | 1 | 0.9999 | 1.000 |
| 1 | 2 | 0.998 | 1.005 |
| 3 | 10 | 0.919 | 1.251 |
| 6 | 37 | 0.604 | 2.908 |
| 9 | 82 | 0.317 | 5.956 |

At 9 T the rim resistance is $0.317\times2.546=0.807$ mΩ. Relative to its zero-field value this is a magnetoresistance of $-68$ percent, in a material whose own longitudinal magnetoresistance is zero. Read with the uniform-current formula, it would suggest a conductivity $1/0.317\approx3.2$ times larger than the true one.

The reference point lies at $\sqrt{A_*}=3.832\times2/(2\times0.5)=7.66$, or $B=\sqrt{A_*-1}/\mu=7.6$ T, where $F(a)=0.44$. At 9 T the first term of the high-field expansion alone gives $0.3172$, against $0.3170$ for the full series.

The mobility enters through $\mu B$. At 9 T, $F(a)$ is 0.999 for $\mu=0.1$ m²/(V s), 0.941 for 0.3 and 0.0015 for 3. In this geometry the low-mobility sample would look normal.

## What would distinguish a real rise of $\sigma_\parallel$

For each Bessel mode, $\int_0^aJ_0(j_nr/a)\,r\,dr=(a^2/j_n)J_1(j_n)=0$. The average of $F$ over the cross-section is therefore one, whatever $A$ is, and the average voltage drop is

$$\overline V=\frac{Is}{\pi a^2\sigma_\parallel}.$$

Jetting redistributes the drop between axis and rim without changing this average. If the contacts feed the whole end faces uniformly, $b=a$ and every $g_n$ vanishes because $J_1(j_n)=0$. The rim probes then read $\overline V$ directly.

Suppose $\sigma_\parallel$ really rises by an assumed factor of 1.2 at 9 T, with $\sigma_\perp$ unchanged. Full-face contacts give $R/R_0=1/1.2=0.833$. With point contacts, a finite-volume solution of the same boundary problem gives a rim value of 0.214. This is below $0.317/1.2=0.264$ because the rise in $\sigma_\parallel$ also increases $A$ and sharpens the jet. The point-contact reading thus mixes the two effects, and its fall neither establishes an anomaly nor excludes one. A fall that persists when the full end faces are fed uniformly does show, within this model, that $\sigma_\parallel$ has risen. An ideal equipotential cover of both faces feeds them uniformly, since a potential linear in $z$ then solves the problem at every $A$. A cover with uneven contact resistance need not do so: if the injected current density decreases from the axis to the rim, the argument for the sign of the effect still applies and the rim resistance falls with $|B|$. Even with uniform feeding, a fall in resistance does not by itself identify the cause of the rise in $\sigma_\parallel$.

## The opposite overstatement

It would also be wrong to reply that every high-mobility sample must show the effect. Consider the same metal as a thin plate that contains $\mathbf B$, with width $w$ along $x$ and thickness $d$ along $y$. The current contacts extend through the thickness. Try $\phi=G(\xi,z)$ with $\xi=x+uy$, so that $\partial_y\phi=u\,\partial_x\phi$. Then

$$J_y=-\sigma_\perp u\,\partial_x\phi+\sigma_H\,\partial_x\phi=0,$$

$$J_x=-(\sigma_\perp+u\sigma_H)\,\partial_x\phi=-\sigma_\perp(1+u^2)\,\partial_x\phi=-\sigma_0\,\partial_x\phi .$$

With $J_z=-\sigma_0\partial_z\phi$, charge conservation becomes $\partial_\xi^2G+\partial_z^2G=0$. This is the isotropic Laplace equation, and $B$ has disappeared from it. The faces of the plate block the transverse Hall current that could circulate freely in the cylinder, and the Hall field that builds up restores the full conductivity $\sigma_0$ along $x$.

The narrow edges and the contacts are fixed in $x$, not in $\xi$, and $\xi$ shifts by $ud$ across the thickness. The result therefore holds to leading order when $|u|d$ is small compared with both $w$ and the contact width. In that regime this single-band plate shows no jetting, however large $\mu B$ is.

## Recommendation

The claim of an anomaly does not follow from the data described. The authors should repeat the measurement with current contacts that cover the end faces and feed them uniformly, and should compare probes at different distances from the line joining the point contacts. The negative signal can be explained by jetting if four conditions hold together: the conductivity anisotropy grows with field and is not cancelled by a blocked Hall current, the current contacts are small, the voltage probes lie away from the jet, and the spreading lengths are long enough that the current does not fill the cross-section over much of the path between the probes.

Numerical values quoted here were computed with a short program.
